# Carbon pseudo-atom energy compared with the sum of four ionization energies

**Question**

I am checking an implementation of effective core potentials (ECPs) for quantum Monte Carlo. My test system is a carbon atom with the ccECP potential, which replaces the $1s^2$ core and leaves four electrons.

To know what to expect, I added the first four ionization energies of real carbon and changed the sign. This gives about $-5.44$ hartree. My pseudo-atom energy comes out somewhat higher, and the gap does not close when I improve the wave function.

Should the exact energy of the pseudo-atom equal minus that sum? If not, what is the remaining difference made of: missing core correlation, relativity, the basis, or a mistake in how I read the potential?

**Answer**

The comparison is sensible, but equality is not required. The pseudo-atom's energy is minus the sum of *its own* ionization energies, and these need not equal the real ones.

**The energy zero**

In hartree atomic units, with a fixed nucleus, the pseudo-Hamiltonian is

$$
H_{\rm ps}=\sum_i\left[-\tfrac12\nabla_i^2+V_{\rm loc}(r_i)+V_s(r_i)\,P_s(i)\right]+\sum_{i<j}\frac1{r_{ij}},
$$

where $P_s$ projects one electron onto its $s$ component. Every term needs at least one electron. The bare ion C$^{4+}$ has none, so $E_{\rm ps}(4)=0$. Here and below, the number in brackets is the ion charge.

The $k$-th ionization energy is $I_k=E(k)-E(k-1)$. Adding four of them gives

$$
\begin{aligned}
I_1+I_2+I_3+I_4&=[E(1)-E(0)]+[E(2)-E(1)]\\
&\quad+[E(3)-E(2)]+[E(4)-E(3)]\\
&=E(4)-E(0),
\end{aligned}
$$

because each intermediate energy appears once with each sign. For the pseudo-atom this becomes

$$
E_{\rm ps}(0)=-\sum_{k=1}^4 I_k^{\rm ps}.
$$

For the real atom, $E(4)$ is the large negative energy of the $1s^2$ core. Minus the sum of the real ionization energies is therefore the valence energy $E(0)-E(4)$, not the total energy. Subtracting the two relations gives

$$
D\equiv E_{\rm ps}(0)-[E(0)-E(4)]=\sum_{k=1}^4\left(I_k-I_k^{\rm ps}\right).
$$

So $D$ is the accumulated error of the ECP over four ionization steps. It would vanish if those errors were zero or cancelled.

**Is the potential read correctly?**

The local part of this ECP is

$$
V_{\rm loc}(r)=-\frac4r+\frac{4e^{-ar^2}}r+b\,r\,e^{-cr^2}+d\,e^{-gr^2}.
$$

A listed power $n$ stands for $r^{n-2}$, so $n=1,3,2$ give the last three terms in order. The parameters are $a=14.43502$, $b=57.74008$ and $d=-25.81955$, with $c=8.39889$ and $g=7.38188$. At small $r$,

$$
-\frac4r\left(1-e^{-ar^2}\right)=-4ar+O(r^3),\qquad b\,r\,e^{-cr^2}=br+O(r^3).
$$

The linear terms cancel because $b=4a$, and $V_{\rm loc}(0)=d$ is finite. At large $r$ the Gaussians vanish and $-4/r$ remains, as it should for a core of charge $+4$.

The $s$ term, $V_s=52.13345\,e^{-7.76079r^2}$, is added to $V_{\rm loc}$; it does not replace it. At the nucleus an $s$ electron thus feels $-25.82+52.13=+26.31$ hartree, a repulsion that stands in for the core.

The ion C$^{3+}$ is a clean check, because its pseudo-version has one electron and hence no correlation. A Gaussian basis gives $-2.34791$ hartree, and a direct solution of the radial equation on a grid gives $-2.34819$. They agree to $0.0003$ hartree. A wrong power or sign in one calculation would be exposed here. A mistyped parameter shared by both would not. Comparison with the real atom can reveal such an error only if its effect is not hidden by the ECP's own error, so also compare each parameter with the published table.

Nor does this check test the projector. The ground state of C$^{3+}$ is purely $s$, so its energy is the same whether $V_s$ acts only on the $s$ component or, by mistake, on every component. To test the projector, compute the lowest $p$ state of the pseudo-ion as well: its energy must not change when $V_s$ is switched off.

**Where the difference arises**

I computed the real ions with all electrons and a scalar-relativistic Hamiltonian, and the pseudo-ions with the same valence basis functions. Correlation was treated by CCSD(T), coupled cluster with perturbative triples. Spin-orbit coupling and nuclear recoil are left out. With $s$, $p$ and $d$ functions, the results in hartree are:

| Step | Real $I_k$ | Pseudo $I_k^{\rm ps}$ | Difference |
|---|---:|---:|---:|
| 1 | 0.40859 | 0.40928 | −0.00069 |
| 2 | 0.89047 | 0.89197 | −0.00150 |
| 3 | 1.75818 | 1.75810 | +0.00009 |
| 4 | 2.36947 | 2.34791 | +0.02156 |

The last digits can differ by one through rounding. The sum of the differences is

$$
D=-0.00069-0.00150+0.00009+0.02156=+0.01946.
$$

These five-digit values belong to this basis. With larger basis sets the real $I_4$ rises to about $2.370$ and the fourth difference to about $0.022$. The fourth step dominates. Its error is about 75 times the disagreement between the two C$^{3+}$ solutions, so the numerical solution of the pseudo-ion does not explain it.

It helps to ask how wrong each pseudo-ion's energy is when the real energies are also measured from C$^{4+}$. Define

$$
\delta_q=E_{\rm ps}(q)-[E(q)-E(4)]=\sum_{k=q+1}^4(I_k-I_k^{\rm ps}).
$$

Adding the table from the bottom upwards gives

$$
\delta_3=0.0216,\quad\delta_2=0.0217,\quad\delta_1=0.0202,\quad\delta_0=D=0.0195.
$$

The ground state of every ion that still has a valence electron is too high by nearly the same amount, about $0.02$ hartree. The bare ion cannot share this offset, because its energy is fixed at zero. The offset therefore appears in full when the last electron is removed, and largely cancels in the first three ionization energies.

This pattern is what one would expect if the potential had been adjusted mainly to energy differences among ions that keep valence electrons. That is a conjecture about its construction; the numbers show the pattern, not its origin.

**How much is core correlation?**

Split each energy into a Hartree–Fock part and a correlation part, $E=E^{\rm HF}+E_c$. Then

$$
\begin{aligned}
D={}&\underbrace{E_{\rm ps}^{\rm HF}(0)-[E^{\rm HF}(0)-E^{\rm HF}(4)]}_{\Delta_{\rm HF}}\\
&+E_{c,\rm ps}(0)-[E_c(0)-E_c(4)].
\end{aligned}
$$

Let $E_c^{\rm fc}$ be the correlation energy of the real atom when its core electrons are left uncorrelated. Define the core-related change

$$
\gamma=E_c(0)-E_c(4)-E_c^{\rm fc}.
$$

It contains core–valence correlation and any change of correlation within the core. Substituting $E_c(0)-E_c(4)=E_c^{\rm fc}+\gamma$ gives

$$
D=\Delta_{\rm HF}+\left[E_{c,\rm ps}(0)-E_c^{\rm fc}\right]-\gamma.
$$

The computed terms are:

- $\Delta_{\rm HF}=+0.01307$ hartree.
- Valence correlation: $-0.08833-(-0.08685)=-0.00148$ hartree.
- Core-related correlation: $\gamma=-0.00786$, so it contributes $-\gamma=+0.00786$ hartree.

Their sum is $0.01945$, equal to $D$ within rounding. Missing core correlation is thus a real entry, but the Hartree–Fock entry is larger. An ECP could imitate core correlation through its one-electron potential. That would lower the pseudo-atom's Hartree–Fock energy. If the imitation brought $D$ to zero, the ledger would require $\Delta_{\rm HF}=\gamma-[E_{c,\rm ps}(0)-E_c^{\rm fc}]=-0.00786+0.00148\approx-0.006$, a negative value. A positive $\Delta_{\rm HF}$ does not exclude such imitation in energy differences, because the offset found above is also part of it. Here $\Delta_{\rm HF}$ is positive, so for the total energy the two entries add instead of cancelling.

This split is bookkeeping, not a set of separately measurable effects. The value of $\gamma$ also depends on how well the basis describes the core region, and I did not converge it separately: the all-electron basis adds only one contracted $1s$ function to the valence set. Any error in $\gamma$ passes into $D$ in full, and it also changes the margin by which the Hartree–Fock entry exceeds the core entry. Both entries move in the third decimal. A large uncontracted basis gives $\Delta_{\rm HF}\approx+0.0141$, and core–valence basis sets give $\gamma\approx-0.009$ to $-0.010$. Then $D\approx0.022$ to $0.023$, and the Hartree–Fock entry remains the larger one.

**Relativity and the basis**

At Hartree–Fock level, scalar relativity lowers the real valence energy by $0.00142$ hartree. It is already included in the reference. Removing it would reduce $D$ only to about $0.018$, so relativity is not the main cause.

Missing valence $f$ functions matter more for the absolute energies than for $D$; the basis in the core region was not tested in this way. Adding $f$ functions lowers the pseudo-atom to $-5.41270$ hartree, with a correlation contribution of $-0.00544$. For the real atom I took this same contribution and corrected it by the small difference found with second-order perturbation theory (MP2), which gives $-5.43223$. The difference becomes $0.01953$, almost unchanged. The coupled-cluster part is common to both atoms by construction, so this stability rests on the Hartree–Fock and MP2 differences alone.

To estimate the missing higher angular momenta, assume that the correlation error left after including all $l\le L$ is $A/(L+1)^3$. The gain from $L=2$ to $L=3$ is then $A(1/27-1/64)$, and the part still missing is $A/64$. Their ratio is

$$
\frac{1/64}{1/27-1/64}=\frac{27}{64-27}=\frac{27}{37}\approx0.73.
$$

For the pseudo-atom the correction is $0.73\times(-0.00544)\approx-0.0040$ hartree. The law was tested on the two-electron pseudo-ion C$^{2+}$: $g$ functions contributed $-0.00008$, against a predicted $-0.00007$. These are very small energies, so this supports the law without fixing the error for neutral carbon. Nor does the law cover missing radial functions. I would allow a few thousandths of a hartree on the result.

The coupled-cluster treatment was tested on the neutral pseudo-atom in a small basis, where it differed from full configuration interaction by $0.0003$ hartree.

**The comparison you asked for**

The estimates are

$$
E_{\rm ps}(0)\approx-5.417\ \text{hartree}\;(-147.4\ \text{eV}),\qquad E(0)-E(4)\approx-5.436\ \text{hartree}.
$$

Your gap then divides as

$$
\underbrace{-5.417-(-5.44)}_{+0.023}\approx\underbrace{0.020}_{D\text{ in this basis}}+\underbrace{0.004}_{\text{reference mismatch}},
$$

where the last digit is affected by rounding. The ECP part is about $0.5$ eV; it would be about $0.6$ eV if the whole second part belonged to it too. The second part is the distance between my computed real valence energy and $-5.44$. Most of it comes from my all-electron basis, chiefly missing core-related correlation. That share lowers the real valence energy but not the pseudo-atom's, and so belongs to the ECP error. With the larger basis sets quoted above, the real valence energy comes to about $-5.44$ and the ECP error to about $0.022$ to $0.023$ hartree, or $0.6$ eV: nearly the whole gap.

For your implementation this has three consequences:

1. Do not tune anything to reach $-5.44$. In variational Monte Carlo, with the ECP's angular integrals evaluated accurately, the expectation value of $H_{\rm ps}$ cannot lie below its ground-state energy. A result of $-5.44$, with a statistical error well below $0.02$ hartree, would be a reason to look for a mistake.
2. Compare total energies only for the same ECP and the same energy zero. Another carbon ECP has its own $D$.
3. Test energy differences too. The first ionization energy here agrees with the all-electron value to $0.0007$ hartree, although the total valence energy is off by $0.02$. The offset largely cancels among the ground states of C to C$^{3+}$, but not when the bare C$^{4+}$ ion is one of the states compared. It is not the same for every state that keeps a valence electron: in C$^{3+}$ it falls to about $0.01$ hartree for the $3s$ state and to nearly zero for $3d$, so excitations to such states carry part or nearly all of it.

The numerical output below gives the individual energies.

## Computed results

```
Energies in hartree unless another unit is given
ECP local rows (n, exponent in bohr^-2, factor): [(1, 14.43502, 4.0), (3, 8.39889, 57.74008), (2, 7.38188, -25.81955)]
ECP extra s row (n, exponent in bohr^-2, factor): [(2, 7.76079, 52.13345)]
Ionization energies, spd basis: step, AE, PS, AE-PS
  1  0.40859  0.40928  -0.00069
  2  0.89047  0.89197  -0.00150
  3  1.75818  1.75810  +0.00009
  4  2.36947  2.34791  +0.02156
Sum, spd basis: AE 5.42671, PS 5.40725
AE total energy C, spd: -37.83471
AE total energy C4+, spd: -32.40800
PS C3+ energy: Gaussian -2.347906, radial grid -2.348193
PS C small basis: CCSD(T) -5.21657, full CI -5.21684
Ledger for E_PS - [E_AE(C)-E_AE(C4+)], spd basis
  Hartree-Fock difference: +0.01307
  PS valence Ec: -0.08833
  AE frozen-core valence Ec: -0.08685
  valence Ec difference PS-AE: -0.00148
  AE core-related Ec change: -0.00786
  minus core-related Ec change: +0.00786
  total difference: +0.01946
Scalar-relativistic shift of AE valence energy, HF: -0.00142
f contribution to Ec: PS CCSD(T) -0.00544, PS MP2 -0.00663, AE MP2 -0.00670
Valence energy, spdf: AE composite -5.43223, PS -5.41270
Difference PS-AE, spdf: +0.01953
C2+ g contribution: found -0.00008, law -0.00007
Extrapolation added: AE -0.00402, PS -0.00397
Extrapolated AE valence energy: -5.4363
Extrapolated PS energy: -5.4167
Extrapolated difference PS-AE: +0.0196
Stated valence energy: -5.44
PS minus stated value: +0.023
Extrapolated PS energy in eV: -147.40
Extrapolated difference PS-AE in eV: +0.53
```
